# Norm-Conserving Partial Waves Do Not Remove PAW One-Centre Corrections: test program

```python
"""
Result under test: norm-conserving partial waves (q_ij = 0) remove only the
monopole of the PAW augmentation density. Higher moments and on-site Coulomb
integrals still differ from the all-electron (AE) values.

Symbols (Hartree atomic units inside the program):
  u, u~      AE and pseudo (PS) radial waves times r, equal beyond r_c
  rho = u^2  radial density; Q(r) its cumulative charge
  q^L        integral of r^L (u_i u_j - u~_i u~_j)
  M_k(r)     integral from 0 to r of s^k rho(s)
  F^k        Slater integral, kernel r_<^k / r_>^(k+1)
Example: Ni atom, non-relativistic spherical LDA, reference 3d8 4s2.
All differences are AE minus PS.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

ANG = physical_constants["Bohr radius"][0] * 1e10
EV = physical_constants["Hartree energy in eV"][0]
Z, RMAX, BETA = 28, 25.0, 7.0
SCALE = RMAX / np.expm1(BETA)


def r_of_t(t):
    return SCALE * np.expm1(BETA * t)


def t_of_r(r):
    return np.log1p(r / SCALE) / BETA


# ---------- spectral radial solver (Gauss-Lobatto-Legendre nodes) ----------
def make_grid(order):
    xi = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
    leg = eval_legendre(order, xi)
    weight = 2 / (order * (order + 1) * leg**2)
    gap = xi[:, None] - xi[None, :]
    np.fill_diagonal(gap, 1.0)
    deriv = leg[:, None] / (leg[None, :] * gap)
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -order * (order + 1) / 4
    deriv[-1, -1] = order * (order + 1) / 4
    r = r_of_t((1 + xi) / 2)
    jac = 0.5 * BETA * (r + SCALE)
    stiff = deriv.T @ ((weight / jac)[:, None] * deriv)
    return SimpleNamespace(xi=xi, leg=leg, deriv=deriv, jac=jac, r=r[1:-1],
                           mass=(weight * jac)[1:-1],
                           stiff=stiff[1:-1, 1:-1])


def interpolate(grid, nodal, r):
    """Barycentric interpolation; an exact node hit returns its value."""
    xi = 2 * t_of_r(np.atleast_1d(r)) - 1
    gap = xi[:, None] - grid.xi
    gap = np.where(gap == 0.0, 1e-200, gap)
    kernel = 1 / (grid.leg * gap)
    return kernel @ nodal / kernel.sum(axis=1)


def radial_states(grid, l, potential, count):
    root = np.sqrt(grid.mass)
    ham = 0.5 * grid.stiff / np.outer(root, root)
    ham = ham + np.diag(l * (l + 1) / (2 * grid.r**2) + potential)
    energy, vec = eigh(ham, subset_by_index=[0, count - 1])
    return energy, vec.T / root


def hartree_xc(grid, rho):
    charge = grid.mass @ rho
    rv = np.linalg.solve(grid.stiff, grid.mass * rho / grid.r)
    v_h = (rv + charge * grid.r / RMAX) / grid.r
    exc, vxc = libxc.eval_xc("lda,vwn", rho / (4 * np.pi * grid.r**2),
                             spin=0)[:2]
    return v_h, np.ravel(vxc[0]), np.ravel(exc)


def scf(grid, external, config, v_start):
    v = v_start.copy()
    for _ in range(300):
        rho, band, levels, waves = 0.0, 0.0, {}, {}
        for l, occ in config.items():
            e, u = radial_states(grid, l, external[l] + v, len(occ))
            levels[l], waves[l] = e, u
            rho = rho + np.array(occ) @ u**2
            band += np.dot(occ, e)
        v_h, vxc, exc = hartree_xc(grid, rho)
        change = v_h + vxc - v
        energy = band + grid.mass @ (rho * (0.5 * v_h + exc - v))
        if np.max(np.abs(grid.r * change)) < 1e-6:
            return SimpleNamespace(energy=energy, levels=levels,
                                   waves=waves, v=v)
        v = v + 0.35 * change
    raise AssertionError("self-consistency not reached")


def ae_config(delta):
    return {0: [2, 2, 2, 2 - delta], 1: [6, 6], 2: [8 + delta]}


def solve_ae(grid, delta, v_start=None):
    if v_start is None:
        z_eff = 1 + (Z - 1) / (1 + 2.5 * np.expm1(grid.r / 0.8))
        v_start = (Z - z_eff) / grid.r
    nuclear = -Z / grid.r
    return scf(grid, {l: nuclear for l in range(3)}, ae_config(delta), v_start)


grid = make_grid(130)
atom = solve_ae(grid, 0.0)
coarse = solve_ae(make_grid(100), 0.0)
assert abs(atom.levels[2][0] - coarse.levels[2][0]) < 1e-4
assert abs(atom.levels[0][3] - coarse.levels[0][3]) < 1e-4
# Interpolation must reproduce stored values at the solver nodes.
at_nodes = interpolate(grid, np.pad(atom.waves[2][0], 1), grid.r)
assert np.allclose(at_nodes, atom.waves[2][0], atol=1e-8)

# ---------- fine radial mesh with the main sphere radius on a node ----------
RC = 1.0 / ANG
HALF = 2000
dt = t_of_r(RC) / HALF
t_f = dt * np.arange(1, int(1 / dt))
r_f = r_of_t(t_f)
drdt = BETA * (r_f + SCALE)
IC = HALF - 1
assert abs(r_f[IC] - RC) < 1e-10


def cumulative(f):
    return CubicSpline(t_f, f * drdt).antiderivative()(t_f)


def slater(rho, k):
    """Slater integral from the squared cumulative moment."""
    m = cumulative(r_f**k * rho)
    inner = (2 * k + 1) * cumulative(m**2 / r_f**(2 * k + 2))[-1]
    return inner + m[-1]**2 / r_f[-1]**(2 * k + 1)


r_s = r_f[1::2]
w_all = 2 * dt * drdt[1::2]
w_in = np.where(r_s < RC - 1e-9, w_all, 0.0)
w_in[(IC - 1) // 2] = 0.5 * w_all[(IC - 1) // 2]
r_hi = np.maximum.outer(r_s, r_s)
r_ratio = np.minimum.outer(r_s, r_s) / r_hi


def slater_sum(rho, k, weight):
    """Slater integral as an explicit double sum over its definition."""
    a = rho[1::2] * weight
    return a @ (r_ratio**k / r_hi) @ a


# Solver and integral routine against exact hydrogen-like results.
e_h, _ = radial_states(grid, 2, -Z / grid.r, 1)
assert abs(e_h[0] / (-Z**2 / 18) - 1) < 1e-5
_, u_h = radial_states(grid, 0, -Z / grid.r, 1)
u_1s = interpolate(grid, np.pad(u_h[0], 1), r_f)
assert abs(slater(u_1s**2, 0) / (5 * Z / 8) - 1) < 1e-4

# ---------- norm-conserving pseudo partial waves ----------
rv_nodes = np.concatenate(([-Z], grid.r * atom.v - Z, [0.0]))
rv_slope = grid.deriv @ rv_nodes / grid.jac
gauss_x, gauss_w = np.polynomial.legendre.leggauss(160)


def ae_potential(r):
    return interpolate(grid, rv_nodes, r) / r


def pseudize(l, index, rc, shape=0.0):
    energy = atom.levels[l][index]
    nodal = np.pad(atom.waves[l][index], 1)
    nodal = nodal * np.sign(interpolate(grid, nodal, rc)[0])
    u_c = interpolate(grid, nodal, rc)[0]
    du_c = interpolate(grid, grid.deriv @ nodal / grid.jac, rc)[0]
    v_c = ae_potential(rc)[0]
    dv_c = (interpolate(grid, rv_slope, rc)[0] - v_c) / rc
    p1 = 0.5 * rc * (du_c / u_c - (l + 1) / rc)
    p2 = 0.5 * (rc**2 * (v_c - energy) - (2 * l + 3) * p1) - p1**2
    p3 = 0.5 * (0.5 * rc**3 * dv_c - (2 * l + 5) * p2 - 2 * p1**2)
    p3 -= 2 * p1 * p2
    y = Polynomial([-1.0, 1.0])
    base = y * p1 + y**2 * (p2 / 2) + y**3 * (p3 / 6)
    base = base + np.log(u_c / rc**(l + 1))
    base = base + Polynomial([0.0, shape]) * y**4
    r_g, w_g = 0.5 * rc * (1 + gauss_x), 0.5 * rc * gauss_w
    norm = w_g @ interpolate(grid, nodal, r_g)**2

    def excess(t):
        poly = base + t * y**4
        wave = r_g**(l + 1) * np.exp(poly((r_g / rc)**2))
        return w_g @ wave**2 - norm

    poly = base + brentq(excess, -60, 60, xtol=1e-13) * y**4
    d1, d2 = poly.deriv(), poly.deriv(2)

    def ae(r):
        return interpolate(grid, nodal, r)

    def ps(r):
        x = np.minimum((r / rc)**2, 1.0)
        return np.where(r < rc, r**(l + 1) * np.exp(poly(x)), ae(r))

    def v_ps(r):
        x = np.minimum((r / rc)**2, 1.0)
        inside = (2 * l + 3) * d1(x) + 2 * x * (d2(x) + d1(x)**2)
        return np.where(r < rc, energy + inside / rc**2, ae_potential(r))

    return SimpleNamespace(l=l, energy=energy, ae=ae, ps=ps, v_ps=v_ps,
                           norm=norm, u_c=u_c)


d_wave = pseudize(2, 0, RC)
s_wave = pseudize(0, 3, RC)
ud, ud_ps = d_wave.ae(r_f), d_wave.ps(r_f)
us, us_ps = s_wave.ae(r_f), s_wave.ps(r_f)
rho, rho_ps = ud**2, ud_ps**2
diff = rho - rho_ps
q_dd = cumulative(diff)[-1]
q_ss = cumulative(us**2 - us_ps**2)[-1]
assert abs(q_dd) < 1e-6 and abs(q_ss) < 1e-6


# Norm conservation gives the same energy slope of the log derivative.
def log_derivative(potential, energy, z_start, l=2):
    def rhs(r, y):
        v = float(np.ravel(potential(np.array([r])))[0])
        return [y[1], (l * (l + 1) / r**2 + 2 * (v - energy)) * y[0]]
    r0 = 1e-3
    start = [1.0, (l + 1) / r0 - z_start / (l + 1)]
    sol = solve_ivp(rhs, (r0, RC), start, method="DOP853",
                    rtol=1e-9, atol=1e-8)
    return sol.y[1, -1] / sol.y[0, -1]


step = 0.005
slopes = []
for pot, z0 in ((ae_potential, Z), (d_wave.v_ps, 0)):
    up = log_derivative(pot, d_wave.energy + step, z0)
    down = log_derivative(pot, d_wave.energy - step, z0)
    slopes.append((up - down) / (2 * step))
slope_formula = -2 * d_wave.norm / d_wave.u_c**2
assert all(abs(s / slope_formula - 1) < 2e-3 for s in slopes)

# Higher moments: direct integral against the cumulative-charge formula.
delta_q = cumulative(diff)
assert delta_q.min() > -1e-6
moment = {}
for L in (2, 4):
    moment[L] = cumulative(r_f**L * diff)[-1]
    by_parts = -L * cumulative(r_f**(L - 1) * delta_q)[IC]
    assert abs(moment[L] / by_parts - 1) < 1e-3 and moment[L] < 0
q2_sd = cumulative(r_f**2 * (us * ud - us_ps * ud_ps))[-1]
assert abs(q2_sd) > 1e-3

# Potential error on the axis of a d(m=0) orbital, by space quadrature.
R_OUT = 2.0 / ANG
r_g, w_g = 0.5 * RC * (1 + gauss_x), 0.5 * RC * gauss_w
diff_g = d_wave.ae(r_g)**2 - d_wave.ps(r_g)**2
angular = gauss_w * 5 / 8 * (3 * gauss_x**2 - 1)**2
distance = np.sqrt(R_OUT**2 + r_g[:, None]**2
                   - 2 * R_OUT * r_g[:, None] * gauss_x)
v_direct = (w_g * diff_g) @ (1 / distance) @ angular
v_multipole = 2 / 7 * (moment[2] / R_OUT**3 + moment[4] / R_OUT**5)
assert abs(v_direct / v_multipole - 1) < 1e-3

# Slater integrals: cumulative formula against the defining double sum.
f_ae, f_ps, outside = {}, {}, {}
for k in (0, 2, 4):
    f_ae[k], f_ps[k] = slater(rho, k), slater(rho_ps, k)
    assert abs(slater_sum(rho, k, w_all) / f_ae[k] - 1) < 2e-4
    assert abs(slater_sum(rho_ps, k, w_all) / f_ps[k] - 1) < 2e-4
    assert abs(f_ae[k] - f_ps[k]) > 0.01 * f_ae[k]
    m_a, m_p = cumulative(r_f**k * rho), cumulative(r_f**k * rho_ps)
    part = (2 * k + 1) * cumulative((m_a**2 - m_p**2) / r_f**(2 * k + 2))[IC]
    outside[k] = f_ae[k] - f_ps[k] - part
    if k == 0:
        sum_diff = slater_sum(rho, 0, w_all) - slater_sum(rho_ps, 0, w_all)
        assert abs(part / sum_diff - 1) < 2e-3 and part > 0

# PAW repair: compensation density plus sphere difference.
missed = {}
for k in (2, 4):
    hump = np.where(r_f < RC, r_f**(k + 2) * (1 - (r_f / RC)**2)**2, 0.0)
    hump = hump / np.sum((r_f**k * hump)[1::2] * w_all)
    compensated = rho_ps + moment[k] * hump
    exact = slater_sum(rho, k, w_all)
    ae_in = slater_sum(rho, k, w_in)
    repaired = (slater_sum(compensated, k, w_all) + ae_in
                - slater_sum(compensated, k, w_in))
    bare = (slater_sum(rho_ps, k, w_all) + ae_in
            - slater_sum(rho_ps, k, w_in))
    assert abs(repaired / exact - 1) < 1e-5
    missed[k] = exact - bare
    assert abs(missed[k]) > 20 * abs(repaired - exact)

# Same norm, other shapes and radii.
family = []
for rc_ang, shape in ((1.0, -4.0), (1.0, 0.0), (1.0, 4.0),
                      (0.8, 0.0), (0.9, 0.0)):
    w = pseudize(2, 0, rc_ang / ANG, shape)
    dens = w.ps(r_f)**2
    q0 = cumulative(rho - dens)[-1]
    assert abs(q0) < 1e-5
    family.append((rc_ang, shape, cumulative(r_f**2 * (rho - dens))[-1],
                   f_ae[0] - slater(dens, 0)))
spread = np.ptp([row[2] for row in family[:3]])
assert spread > 0.01 * abs(moment[2])

# ---------- relaxed atom with the norm-conserving pseudopotential ----------
rho_val = 2 * s_wave.ps(grid.r)**2 + 8 * d_wave.ps(grid.r)**2
v_h, v_xc, _ = hartree_xc(grid, rho_val)
v_val = v_h + v_xc
ion = {0: s_wave.v_ps(grid.r) - v_val, 2: d_wave.v_ps(grid.r) - v_val}


def solve_ps(delta):
    return scf(grid, ion, {0: [2 - delta], 2: [8 + delta]}, v_val)


ps_atom = solve_ps(0.0)
assert abs(ps_atom.levels[2][0] - d_wave.energy) < 5e-4
assert abs(ps_atom.levels[0][0] - s_wave.energy) < 5e-4
h = 0.2
gain_ae, gain_ps = {}, {}
for delta in (-h, h, 1.0):
    gain_ae[delta] = solve_ae(grid, delta, atom.v).energy - atom.energy
    gain_ps[delta] = solve_ps(delta).energy - ps_atom.energy
miss = {d: gain_ae[d] - gain_ps[d] for d in gain_ae}
miss_slope = (miss[h] - miss[-h]) / (2 * h)
miss_curve = (miss[h] + miss[-h]) / h**2
assert abs(miss_slope) < 1e-3
assert abs(miss_curve) > 5e-4
frozen_curve = slater(ud**2 - us**2, 0) - slater(ud_ps**2 - us_ps**2, 0)

# ---------- printed numbers ----------
print("Ni atom, LDA (Slater exchange, VWN), 3d8 4s2, non-relativistic")
print(f"sphere radius r_c = {RC * ANG:.2f} angstrom")
print(f"3d eigenvalue = {d_wave.energy * EV:.3f} eV")
print(f"4s eigenvalue = {s_wave.energy * EV:.3f} eV")
print(f"3d charge inside sphere = {d_wave.norm:.4f} electrons")
print(f"4s charge inside sphere = {s_wave.norm:.4f} electrons")
print(f"norm defect q_dd = {q_dd:.1e}, q_ss = {q_ss:.1e} electrons")
print(f"largest Q_AE - Q_PS inside sphere = {delta_q.max():.4f} electrons")
print(f"  reached at r = {r_f[delta_q.argmax()] * ANG:.3f} angstrom")
print("energy slope of 3d log derivative at r_c, 1/(eV angstrom):")
print("  AE {:.4f}, PS {:.4f}, norm formula {:.4f}".format(
    *(s / EV / ANG for s in (*slopes, slope_formula))))
print("moments of the 3d density over all space:")
for L in (2, 4):
    a = cumulative(r_f**L * rho)[-1] * ANG**L
    p = cumulative(r_f**L * rho_ps)[-1] * ANG**L
    print(f"  L={L}: AE {a:.4f}, PS {p:.4f}, q^L {moment[L] * ANG**L:.4f}"
          f" angstrom^{L}")
print(f"s-d radial moment q^2_sd = {q2_sd * ANG**2:.4f} angstrom^2")
print(f"potential energy error at {R_OUT * ANG:.1f} angstrom on d(m=0) axis,"
      " AE-PS, like unit charges:")
print(f"  quadrature {v_direct * EV:.5f} eV, multipoles"
      f" {v_multipole * EV:.5f} eV")
print("3d Slater integrals in eV:")
for k in (0, 2, 4):
    print(f"  F{k}: AE {f_ae[k] * EV:.3f}, PS {f_ps[k] * EV:.3f}, AE-PS"
          f" {(f_ae[k] - f_ps[k]) * EV:.3f}, from r>r_c"
          f" {outside[k] * EV:.3f}")
j_ae, j_ps = ((f[2] + f[4]) / 14 * EV for f in (f_ae, f_ps))
print(f"J = (F2+F4)/14: AE {j_ae:.3f} eV, PS {j_ps:.3f} eV")
print("missing if sphere difference is used without compensation:")
print(f"  F2 {missed[2] * EV:.4f} eV, F4 {missed[4] * EV:.4f} eV")
print("norm-conserving 3d waves (r_c angstrom, s, q^2 angstrom^2, dF0 eV):")
for rc_ang, shape, q2, df0 in family:
    print(f"  {rc_ang:.1f}  {shape:+.0f}  {q2 * ANG**2:.4f}  {df0 * EV:.3f}")
print("relaxed atoms, charge moved from 4s to 3d:")
print(f"  one electron: AE {gain_ae[1.0] * EV:.3f} eV, PS"
      f" {gain_ps[1.0] * EV:.3f} eV, AE-PS {miss[1.0] * EV:.3f} eV")
print(f"  AE-PS slope at reference = {miss_slope * EV:.4f} eV per electron")
print(f"  AE-PS curvature (step {h:.1f} electron) = {miss_curve * EV:.3f}"
      " eV per electron^2")
print(f"  frozen-orbital Hartree part of curvature = {frozen_curve * EV:.3f}"
      " eV per electron^2")
print("no test failed")
```

Output:

```
Ni atom, LDA (Slater exchange, VWN), 3d8 4s2, non-relativistic
sphere radius r_c = 1.00 angstrom
3d eigenvalue = -9.489 eV
4s eigenvalue = -5.735 eV
3d charge inside sphere = 0.9189 electrons
4s charge inside sphere = 0.1974 electrons
norm defect q_dd = 6.5e-17, q_ss = -3.0e-12 electrons
largest Q_AE - Q_PS inside sphere = 0.1324 electrons
  reached at r = 0.335 angstrom
energy slope of 3d log derivative at r_c, 1/(eV angstrom):
  AE -0.8848, PS -0.8847, norm formula -0.8842
moments of the 3d density over all space:
  L=2: AE 0.3823, PS 0.4116, q^L -0.0293 angstrom^2
  L=4: AE 0.4460, PS 0.4565, q^L -0.0106 angstrom^4
s-d radial moment q^2_sd = -0.0363 angstrom^2
potential energy error at 2.0 angstrom on d(m=0) axis, AE-PS, like unit charges:
  quadrature -0.01642 eV, multipoles -0.01642 eV
3d Slater integrals in eV:
  F0: AE 25.621, PS 23.481, AE-PS 2.140, from r>r_c -0.000
  F2: AE 11.531, PS 12.077, AE-PS -0.546, from r>r_c -0.251
  F4: AE 7.116, PS 7.817, AE-PS -0.700, from r>r_c -0.045
J = (F2+F4)/14: AE 1.332 eV, PS 1.421 eV
missing if sphere difference is used without compensation:
  F2 -0.0385 eV, F4 -0.0106 eV
norm-conserving 3d waves (r_c angstrom, s, q^2 angstrom^2, dF0 eV):
  1.0  -4  -0.0030  0.446
  1.0  +0  -0.0293  2.140
  1.0  +4  -0.0539  3.341
  0.8  +0  -0.0122  1.084
  0.9  +0  -0.0197  1.583
relaxed atoms, charge moved from 4s to 3d:
  one electron: AE -2.028 eV, PS -1.908 eV, AE-PS -0.120 eV
  AE-PS slope at reference = 0.0038 eV per electron
  AE-PS curvature (step 0.2 electron) = -0.282 eV per electron^2
  frozen-orbital Hartree part of curvature = 1.654 eV per electron^2
no test failed
```
